# Mean switching time and unswitched tail for Lorentzian logarithmic switching times

**Q.** I apply a constant field to a 10 nm ferroelectric capacitor and follow its polarization reversal. One Kolmogorov-Avrami-Ishibashi (KAI) curve is too steep, but a Lorentzian spread of logarithmic switching times fits well. When I compute the mean switching time from the fit, the answer grows with the upper limit of my integral. What have I assumed, precisely?

**A.** You have assumed that the film consists of independent regions. A region with switching time \(\tau\) is still unswitched at time \(t\) with probability \(\exp[-(t/\tau)^n]\), where \(n>0\) is the KAI exponent. Let \(t_1\) be the median of \(\tau\), and set \(z=\ln(\tau/t_1)\). The distribution of \(z\) and the unswitched fraction are

\[
f(z)=\frac{w}{\pi}\,\frac{1}{z^2+w^2},\qquad
U(t)=\int_{-\infty}^{\infty}e^{-(t/\tau)^n}f(z)\,dz .
\]

I use natural logarithms throughout; the half-width in decades is \(w/\ln 10\).

**Q.** Could the growing mean come from the KAI factor and not from the spread?

**A.** No. For one region the mean switching time is the time integral of its survival probability. With \(x=(t/\tau)^n\), so that \(dt=(\tau/n)x^{1/n-1}dx\),

\[
\int_0^\infty e^{-(t/\tau)^n}dt=\frac{\tau}{n}\int_0^\infty x^{1/n-1}e^{-x}dx
=\frac{\tau}{n}\,\Gamma\!\left(\frac1n\right)=\tau\,\Gamma\!\left(1+\frac1n\right).
\]

This is finite; for \(n=2\) the factor is 0.886. All quantities are positive, so the averages over time and over regions may be taken in either order. The film mean is therefore \(\Gamma(1+1/n)\langle\tau\rangle\), and the question is whether \(\langle\tau\rangle\) is finite.

**Q.** Is it?

**A.** It is infinite for every \(w>0\). Since \(\tau=t_1e^z\), we need the integral of \(e^zf(z)\). For \(z\ge w\) we have \(z^2+w^2\le 2z^2\), hence \(f\ge w/(2\pi z^2)\). The power series of the exponential gives \(e^z\ge z^3/6\) for \(z\ge0\). Therefore

\[
\int_w^\Lambda e^zf(z)\,dz\;\ge\;\frac{w}{12\pi}\int_w^\Lambda z\,dz
=\frac{w}{24\pi}\left(\Lambda^2-w^2\right),
\]

which has no bound as \(\Lambda\) grows. Slow regions become rarer as an inverse square of \(z\), while their times grow exponentially in \(z\).

**Q.** That is a lower bound. How fast does my numerical mean really grow?

**A.** Cut the integral at \(\tau=t_1e^\Lambda\) and substitute \(z=\Lambda-s\):

\[
\int_{-\infty}^{\Lambda}e^zf(z)\,dz=e^\Lambda\int_0^\infty e^{-s}f(\Lambda-s)\,ds .
\]

The factor \(e^{-s}\) keeps \(s\) of order one; the part with \(s>\Lambda/2\) is at most \(e^{-\Lambda/2}/(\pi w)\). For large \(\Lambda\) we may expand

\[
f(\Lambda-s)=\frac{w}{\pi\Lambda^2}\left[1+\frac{2s}{\Lambda}+\frac{3s^2-w^2}{\Lambda^2}+\dots\right].
\]

Using \(\int_0^\infty s^ke^{-s}ds=k!\), the contribution to \(\langle\tau\rangle\) from regions below the cut is

\[
t_1e^\Lambda\,\frac{w}{\pi\Lambda^2}\left[1+\frac2\Lambda+\frac{6-w^2}{\Lambda^2}+\dots\right].
\]

Apart from the slowly varying factor \(1/\Lambda^2\), it is proportional to the cut-off time \(t_1e^\Lambda\). Your upper limit sets your answer. If you instead integrate \(U(t)\) over time up to the same limit, and that limit is late enough for the tail to dominate, you get a larger value, because every region still unswitched contributes the whole elapsed time. That integral also grows without bound.

**Q.** Let us put in numbers for a hafnium-zirconium oxide film.

**A.** Take Merz's law for the local switching time, \(\tau=\tau_0e^{E_a/E}\), with round parameters: \(\tau_0=10^{-12}\) s, \(E_a=20\) MV/cm and a central local field \(E_0=1.5\) MV/cm, which is 1.5 V across 10 nm. Then

\[
t_1=10^{-12}\,e^{20/1.5}\ \text{s}=6.17\times10^{-7}\ \text{s}.
\]

Let the local field have a Lorentzian spread of half-width \(\Delta=0.10\) MV/cm. To first order in \(E-E_0\),

\[
z=\frac{E_a}{E}-\frac{E_a}{E_0}\approx-\frac{E_a}{E_0^2}(E-E_0),\qquad
w=\frac{E_a\Delta}{E_0^2}=\frac{20\times0.10}{2.25}=0.889,
\]

or 0.386 decades. A linear map carries a Lorentzian into a Lorentzian, which is how your fitted form can arise.

For a cut at 1 s, \(\Lambda=\ln(1\ \text{s}/t_1)=14.30\). The series gives \(1.384\times10^{-3}\times1.165=1.61\times10^{-3}\) s, and direct integration gives \(1.63\times10^{-3}\) s. Moving the cut to \(10^3\) s gives 0.70 s, and \(10^6\) s gives 386 s. The median of the uncut distribution is 0.62 µs; renormalizing after these cuts moves it only to 0.60–0.61 µs.

**Q.** Is the distribution simply too broad?

**A.** Width is not the cause. Replace the Lorentzian by a Gaussian in \(z\) with the same half-width at half maximum, so that \(\sigma=w/\sqrt{2\ln2}=0.755\). Completing the square, \(z-z^2/2\sigma^2=\sigma^2/2-(z-\sigma^2)^2/2\sigma^2\), gives

\[
\langle\tau\rangle=t_1e^{\sigma^2/2}=8.2\times10^{-7}\ \text{s},
\]

which is finite for any \(\sigma\). The difference lies in the far tail.

Taking the logarithm first does not give the Lorentzian a mean either. The slow side alone contributes

\[
\int_0^\Lambda zf(z)\,dz=\frac{w}{2\pi}\ln\!\left(1+\frac{\Lambda^2}{w^2}\right),
\]

which diverges, as does its negative counterpart on the fast side. Symmetric limits make the two cancel, but that is a choice of limits. The median needs no such choice.

**Q.** What does this tail do to the polarization I have yet to switch?

**A.** Let \(T\) be the time at which a region switches, and write \(G=\ln(T/\tau)\). The KAI factor says that \(P(G>y)=\exp(-e^{ny})\), so \(x=e^{nG}\) has the density \(e^{-x}\). Its moments are \(\langle x^s\rangle=\Gamma(1+s)\), and

\[
\ln\Gamma(1+s)=-\gamma s+\frac{\pi^2}{12}s^2+\dots,\qquad \gamma=0.5772\ldots
\]

The coefficients of \(s\) and \(s^2/2\) are the mean and variance of \(\ln x=nG\). Thus

\[
\langle G\rangle=-\frac{\gamma}{n},\qquad
\langle G^2\rangle=\frac{\pi^2}{6n^2}+\frac{\gamma^2}{n^2}.
\]

Now let \(L=\ln(t/t_1)\). Since \(\ln(T/t_1)=z+G\), a region is unswitched when \(z>L-G\). Integrating the Lorentzian gives

\[
U=\left\langle\frac12-\frac1\pi\arctan\frac{L-G}{w}\right\rangle .
\]

For \(L>G\) the bracket equals \(\frac1\pi\arctan\frac{w}{L-G}\). At large \(L\) we expand the arctangent and then the denominators:

\[
\arctan\frac{w}{L-G}=\frac{w}{L}\left[1+\frac GL+\frac{G^2}{L^2}-\frac{w^2}{3L^2}+\dots\right].
\]

Values \(|G|>L/2\), where this expansion is unsafe, have probability at most \(e^{-nL/2}\) on the negative side and \(\exp(-e^{nL/2})\) on the positive side. They do not affect any inverse power of \(L\). Averaging,

\[
U=\frac{w}{\pi L}\left[1-\frac{\gamma}{nL}
+\frac{1}{L^2}\left(\frac{\pi^2}{6n^2}+\frac{\gamma^2}{n^2}-\frac{w^2}{3}\right)+O(L^{-3})\right].
\]

The leading decay is inverse in the logarithm of time, and \(n\) enters at the next order.

**Q.** Does the series work at times I can reach?

**A.** At 1 s with \(n=2\), the leading term is \(0.8889/(\pi\times14.298)=0.0198\). The bracket is \(1-0.0202+0.0011=0.981\), so \(U=0.0194\), as direct integration also gives. Between \(L=40\) and \(L=80\) the relative error of the series falls by a factor of 7.86, close to the factor 8 expected of a third-order remainder.

**Q.** How long must I wait to halve the remainder?

**A.** To the order of the first correction, \(U\approx w/[\pi(L+\gamma/n)]\). Halving \(U\) doubles \(L+\gamma/n\); at leading order it doubles \(L\), which squares \(t/t_1\). For the Lorentzian, direct integration gives \(U=0.02\) at 0.65 s and \(U=0.01\) at \(9.0\times10^5\) s, about ten days. These times hold only within the Lorentzian model: with the full Merz law, treated below, \(U\) is still 0.031 at the later time and never falls below 0.021. By contrast, a single-\(\tau\) KAI film with \(n=2\) has \(e^{-100}\approx4\times10^{-44}\) left at \(10\,t_1\).

**Q.** My capacitor has a finite number of regions. Surely its mean is finite?

**A.** In the Lorentzian model, for one given set of regions, yes, but the slowest may dominate it. (With the full Merz law treated below, a film of 100 regions contains one that never switches with probability 0.88.) All \(N\) values of \(z\) lie below \(Z\) with probability \([1-P(z>Z)]^N\approx e^{-Nw/(\pi Z)}\) for large \(N\). Setting this to one half gives the median of the largest value:

\[
Z=\frac{Nw}{\pi\ln2}.
\]

For \(N=100\) this is 40.8, or a \(\tau\) of a few times \(10^{11}\) s, some ten thousand years. Random sampling of 20 000 such films gave 41.8, which is 2.4% higher, with a sampling standard error of about 1%. Such a time tells us that the Lorentzian has been carried beyond the range in which it was fitted.

**Q.** Where does it stop being physical?

**A.** The linear step in Merz's law needs \(|E-E_0|\ll E_0\), hence \(L\ll E_a/E_0=13.3\). The tail law needs both \(L\gg w\) and \(L\gg1/n\). At 1 s the first condition has failed: the linear map assigns that time to a field \(1.5-14.30\times2.25/20=-0.11\) MV/cm, whereas Merz's law assigns it to \(20/\ln(10^{12})=0.72\) MV/cm. More regions lie below the second value. The shape of the slow tail survives this failure, as shown below; what changes is almost entirely a constant offset. Keeping the full law gives:

| \(t\) (s) | \(U\), Lorentzian | \(U\), full Merz |
|---|---|---|
| \(10^{-5}\) | 0.093 | 0.112 |
| \(10^{-3}\) | 0.037 | 0.058 |
| \(1\) | 0.019 | 0.040 |

In the full model, regions with \(E\le0\) never switch. They leave a plateau \(\arctan(\Delta/E_0)/\pi=0.021\). Let \(g(E)\) be the field density and \(\ell=\ln(t/\tau_0)\). Apart from the KAI smearing, the positive-field regions still unswitched have \(0<E<E_a/\ell\), so at late times

\[
U-0.021\approx g(0)\frac{E_a}{\ell},\qquad g(0)=\frac{\Delta}{\pi(E_0^2+\Delta^2)} .
\]

This is again inverse-logarithmic, now above a plateau. The coefficient \(g(0)E_a=(w/\pi)/(1+\Delta^2/E_0^2)\) is only 0.4% below the \(w/\pi\) of the Lorentzian tail. The approximation requires \(E_a/\ell\ll E_0\), which is not met at 1 s: the formula gives 0.010 there, against 0.019 by integration.

An exact form does better. With \(x=\ln(\tau/\tau_0)=E_a/E\), the density of \(x\) is

\[
g\!\left(\frac{E_a}{x}\right)\frac{E_a}{x^2}
=\frac{E_a\Delta/\pi}{(E_a-E_0x)^2+\Delta^2x^2}
=\frac{w'}{\pi}\,\frac{1}{(x-x_0)^2+w'^2},
\]

with \(x_0=E_aE_0/(E_0^2+\Delta^2)=13.27\) and \(w'=E_a\Delta/(E_0^2+\Delta^2)=0.885\). The reciprocal of a Lorentzian variable is again Lorentzian, so no linear step is needed for the slow tail. The part with \(x<0\) is the part with \(E<0\); it has weight 0.021 and never switches. For \(t\gg\tau_0\) the full-Merz \(U\) is therefore the plateau plus the Lorentzian \(U\) with \(w'\) and \(t_1'=\tau_0e^{x_0}=0.94\,t_1\). The leading excess \(w'/[\pi\ln(t/t_1')]\) is 0.0196 at 1 s, against 0.0193 by integration, and the \(1/\ell\) form above is its far limit. The two columns of the table differ by 0.019, 0.021 and 0.021, close to the plateau, and this is also why the two models give nearly the same late current.

**Q.** And if no region has a field near zero?

**A.** Then the mean is finite, since no \(\tau\) exceeds \(\tau_0e^{E_a/E_{\min}}\). Keep the median fixed and truncate the field distribution symmetrically. With \(|E-E_0|\le0.5\) MV/cm, the full Merz law gives \(\langle\tau\rangle=5.8\) µs; with 1.0 MV/cm it gives 107 s. In the second case, an estimate from the slow edge alone gives 99 s. With the wider bound the mean is set almost entirely by the weakest local fields, which a fit to the centre of the transient does not determine.

**Q.** How close is all this to a real film?

**A.** The thickness, the applied field and a remanent polarization \(P_r=20\) µC/cm² are in the rough range of hafnium-zirconium oxide capacitors; \(\tau_0\), \(E_a\) and \(\Delta\) are model choices and vary between films. Real devices break the assumption of a constant field. Suppose 0.1 nm of the 10 nm total is a non-switching interface layer with the film's relative permittivity, \(\varepsilon=30\), and no trapped charge. At fixed voltage, continuity of displacement gives a film field \(V/d-Pd_i/(\varepsilon_0\varepsilon d)\), where \(d\) is the total and \(d_i\) the interface thickness. Reversal changes \(P\) by \(2P_r\), so the field drops by \(2P_rd_i/(\varepsilon_0\varepsilon d)=0.15\) MV/cm. Subtracting this whole drop from 1.5 MV/cm at all times overstates the effect, since the formula puts the final field only half as far below \(V/d\). Doing so raises the Lorentzian \(U\) at 1 s from 0.019 to 0.027. The full Merz law, without an interface layer, makes a larger change, from 0.019 to 0.040.

Temperature acts the other way. If the barrier is fixed, so that \(E_a\propto1/T\), and the fields and \(\tau_0\) are held constant, going from 300 to 358 K shortens \(t_1\) to 71 ns. At 1 s the Lorentzian \(U\) falls from 0.019 to 0.014; with the full Merz law it falls from 0.040 to 0.035, while the plateau stays at 0.021 in this model.

**Q.** Could I see the tail by integrating the current during a long pulse?

**A.** Not for long. In the Lorentzian model the charge still to be switched at 1 s is \(2P_rU=40\times0.0194=0.78\) µC/cm², but it arrives very slowly. The switching current density, \(-2P_r\,dU/dt\), is 0.053 µA/cm² at 1 s, already below a rough leakage density of 0.1 µA/cm²; the two are equal at about 0.6 s. The full Merz law gives nearly the same current at these times. Between 1 and 7 s only 0.09 µC/cm² switches, while 0.6 µC/cm² leaks. To follow the tail further you would have to separate the leakage from the switching charge. The field is 0.375 of a rough breakdown field of 4 MV/cm, but that ratio does not guarantee survival under a long hold, because wear-out is not modelled. I would report \(t_1\), \(w\), the fitted time window and the unswitched fraction at a stated time.

## Calculated quantities

```
film thickness 10 nm, voltage 1.50 V
E0 1.5 MV/cm, Delta 0.1 MV/cm, Ea 20.0 MV/cm
tau0 1.0e-12 s, KAI exponent n 2, Pr 20.0 uC/cm2
median switching time t1 = 6.174e-07 s
half-width w = 0.8889 (natural log) = 0.3860 decades
half-spread of ln tau from full Merz law = 0.8929
t (s) | L | U direct | w/(pi L) | series | U full Merz
1e-06 | 0.482 | 0.30828 | - | - | 0.31604
1e-05 | 2.785 | 0.09272 | - | - | 0.11178
1e-03 | 7.390 | 0.03692 | 0.03829 | 0.03695 | 0.05767
1e+00 | 14.298 | 0.01941 | 0.01979 | 0.01941 | 0.04044
1e+03 | 21.205 | 0.01317 | 0.01334 | 0.01317 | 0.03426
series error ratio, L = 40 to L = 80: 7.86
single-tau KAI unswitched fraction at 10 t1: 3.72e-44
time to reach U = 0.10: 8.006e-06 s (L = 2.562)
time to reach U = 0.04: 5.547e-04 s (L = 6.801)
time to reach U = 0.02: 6.504e-01 s (L = 13.868)
time to reach U = 0.01: 9.024e+05 s (L = 28.010)
part of mean tau from tau < 1e-03 s: 8.072e-06 s
part of mean tau from tau < 1e+00 s: 1.630e-03 s
part of mean tau from tau < 1e+03 s: 6.977e-01 s
part of mean tau from tau < 1e+06 s: 3.862e+02 s
KAI factor Gamma(1+1/n) = 0.8862
log-normal, equal half-width: sigma = 0.7550
log-normal mean tau = 8.210e-07 s
log-normal mean region switching time = 7.276e-07 s
slowest of 100 regions: median L, law 40.82
slowest of 100 regions: median L, sampled 41.80
slowest of 100 regions: median tau, law 3.30e+11 s
never-switching plateau, full Merz law: 0.02119
Lorentzian weight at tau < tau0: 0.02119
|E-E0| <= 0.5 MV/cm: mean 5.779e-06 s, longest 4.852e-04 s
|E-E0| <= 1.0 MV/cm: mean 1.074e+02 s, longest 2.354e+05 s
edge estimate of mean for bound 1.0 MV/cm: 9.901e+01 s
interface 0.1 nm, permittivity 30: field loss 0.1506 MV/cm
reduced field: t1 2.734e-06 s, w 1.0984, U(1 s) 0.02669
358 K, fixed barrier: t1 7.120e-08 s, w 0.7449, U(1 s) 0.01417
unswitched charge 2 Pr U at 1 s: 0.7764 uC/cm2
leakage 1e-07 A/cm2: charge in 1 s 0.100 uC/cm2
leakage charge equals unswitched charge at 6.86 s
applied field / rough breakdown field (4.0 MV/cm): 0.375
```
